# The Local Green Function of the Bethe Lattice

**Q.** You want a Green function of an infinite lattice in closed form. On a crystal I would use Bloch's theorem, but a Bethe lattice with more than two neighbours per site has no crystal momentum. What is the problem, and what replaces the momentum?

**A.** The Bethe lattice is an infinite connected graph without closed loops in which each site has \(z\ge 2\) neighbours. Put one orbital \(|i\rangle\) on each site, all orthonormal and with on-site energy zero. An electron without interactions hops along the bonds:
\[
H=-t\sum_{\text{bonds }ij}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t>0 .
\]
The algebra is in atomic units and the numbers will be in eV. We want
\[
G(E)=\langle 0|(E-H)^{-1}|0\rangle ,\qquad \operatorname{Im}E>0 ,
\]
for a site 0, the root. All sites are equivalent, so the choice of root does not matter. What replaces the momentum is the absence of loops: cutting out one site makes the lattice fall into pieces.

**Q.** First convince me that the inverse of this infinite matrix exists.

**A.** For any normalized state with amplitudes \(\psi_i\),
\[
|\langle\psi|H|\psi\rangle|\le t\sum_{\text{bonds}}2|\psi_i||\psi_j|\le t\sum_{\text{bonds}}\big(|\psi_i|^2+|\psi_j|^2\big)=zt ,
\]
because each site belongs to \(z\) bonds. So \(H\) is bounded and Hermitian, its spectrum is real, and \(E-H\) has an inverse whenever \(\operatorname{Im}E>0\). The value \(zt\) is only a bound; the spectrum may be narrower.

**Q.** Then cut out the root and show me what happens, with the signs.

**A.** Let \(x=(E-H)^{-1}|0\rangle\), so that \((E-H)x=|0\rangle\) and the root component of \(x\) is \(G\). Let \(H'\) be the Hamiltonian without the root and \(x'\) the rest of \(x\). The matrix element of \(E-H\) between neighbours is \(+t\), so
\[
EG+t\sum_{j=1}^{z}x_j=1,\qquad (E-H')x'+tG\sum_{j=1}^{z}|j\rangle=0 ,
\]
where \(j\) runs over the neighbours of the root. The second equation gives
\[
x_i=-tG\sum_{j=1}^{z}\langle i|(E-H')^{-1}|j\rangle .
\]
Without the root, different neighbours lie in disconnected branches, so only \(j=i\) contributes. The branches are identical; call the remaining element \(g\). Then \(x_i=-tGg\), and the first equation becomes \(EG-zt^2gG=1\):
\[
G=\frac{1}{E-zt^2g}. \tag{1}
\]
The term \(zt^2g\) is the self-energy of the root: the electron hops into one of \(z\) branches, propagates there and hops back. Only \(t^2\) appears, so the sign of \(t\) is irrelevant.

**Q.** You have exchanged one unknown for another.

**A.** The second unknown determines itself. The top site of a branch has lost one neighbour and keeps \(K=z-1\). Removing it leaves \(K\) branches, each a copy of the branch we started from. The same elimination gives
\[
g=\frac{1}{E-Kt^2g}\quad\Longrightarrow\quad Kt^2g^2-Eg+1=0 . \tag{2}
\]

**Q.** A quadratic equation has two roots. Do you pick the one you like?

**A.** The definition of \(g\) decides. Let \(|j\rangle\) be the top site and \(\varphi=(E-H')^{-1}|j\rangle\), so \(|j\rangle=(E-H')\varphi\). Then
\[
g=\langle j|\varphi\rangle=\langle (E-H')\varphi|\varphi\rangle=E^*\|\varphi\|^2-\langle\varphi|H'|\varphi\rangle .
\]
The last term is real, hence \(\operatorname{Im}g=-\operatorname{Im}E\,\|\varphi\|^2<0\).

Now look at the two roots of (2). Their product is \(1/(Kt^2)>0\), so their phases are opposite. Neither is real, since a real \(g\) would make \(E=Kt^2g+1/g\) real. Exactly one root therefore has a negative imaginary part.

To write it down, define
\[
a=2t\sqrt{K}=2t\sqrt{z-1},\qquad s=\sqrt{E-a}\,\sqrt{E+a},
\]
with principal square roots. Then \(s^2=E^2-a^2\), \(s\) is continuous in the upper half-plane, and \(s\to E\) at large \(|E|\). The roots are \((E\mp s)/(2Kt^2)\). The one with the minus sign behaves as \(1/E\) at large \(|E|\), which has a negative imaginary part. Since the imaginary part cannot vanish anywhere in the upper half-plane, it stays negative:
\[
g=\frac{E-s}{2Kt^2}. \tag{3}
\]

**Q.** Equation (2) puts the same \(g\) on both sides. That presupposes an infinite branch. If I build trees with more and more shells, do I get there?

**A.** Yes, for \(\operatorname{Im}E>0\), and the rate can be derived. A branch with \(n\) levels obeys \(g_{n+1}=F(g_n)\) with \(F(x)=1/(E-Kt^2x)\) and \(g_1=1/E\). Subtracting two values of \(F\) gives
\[
F(x)-F(y)=Kt^2(x-y)\,F(x)F(y).
\]
Let \(g'=1/(Kt^2g)\) be the rejected root. Both \(g\) and \(g'\) are fixed points of \(F\). Use the identity with \(y=g\), then with \(y=g'\), and divide:
\[
\frac{g_{n+1}-g}{g_{n+1}-g'}=\frac{g}{g'}\,\frac{g_n-g}{g_n-g'}=w^2\,\frac{g_n-g}{g_n-g'},\qquad w=t\sqrt{K}\,g .
\]
It remains to show \(|w|<1\). Dividing (2) by \(g\) gives
\[
E=t\sqrt K\Big(w+\frac1w\Big),\qquad \operatorname{Im}E=t\sqrt K\,\operatorname{Im}w\Big(1-\frac{1}{|w|^2}\Big).
\]
With \(\operatorname{Im}E>0\) and \(\operatorname{Im}w<0\), the last bracket must be negative, so \(|w|<1\). The start \(g_1=1/E\) has a negative imaginary part and so differs from \(g'\). The sequence converges to \(g\), and its error is finally multiplied by \(w^2\) per added shell. By (1), the error of \(G\) is \(zt^2\) times the error of \(g\) times two Green functions that converge, so it acquires the same factor.

**Q.** Show me that on a tree that really ends.

**A.** Take \(z=4\) and \(t=0.5\) eV, which are round model parameters and not those of a material. At \(E=0.60+1.20i\) eV, the distance of the root Green function from the infinite-lattice value is \(7.02\times10^{-5}\) eV\(^{-1}\) at depth 6 and \(1.84\times10^{-5}\) eV\(^{-1}\) at depth 7. The complex ratio of the two deviations is \(-0.2203-0.1410i\), which agrees with \(w^2\) to these digits.

For real \(E\) inside the band the situation differs. The two roots are then complex conjugates with product \(1/(Kt^2)\), so \(|w|=1\) and nothing damps the error. A finite tree has discrete levels there. One must let the depth go to infinity first and \(\operatorname{Im}E\) to zero afterwards.

**Q.** Fine. Put the pieces together.

**A.** Insert (3) in (1) and multiply numerator and denominator by \(2K\):
\[
G=\frac{1}{E-\dfrac{z(E-s)}{2K}}=\frac{2K}{(2K-z)E+zs}.
\]
Since \(2K-z=2(z-1)-z=z-2\),
\[
G(E)=\frac{2(z-1)}{(z-2)E+zs}. \tag{4}
\]
To move the square root into the numerator, multiply above and below by \(zs-(z-2)E\). The denominator becomes
\[
z^2(E^2-a^2)-(z-2)^2E^2=4(z-1)E^2-4z^2(z-1)t^2=4(z-1)(E^2-z^2t^2),
\]
where \(z^2-(z-2)^2=4(z-1)\) and \(a^2=4(z-1)t^2\) were used. Thus
\[
G(E)=\frac{zs-(z-2)E}{2(E^2-z^2t^2)}. \tag{5}
\]

**Q.** And the density of states?

**A.** In the spectral representation, \(G\) is a sum or integral of \(1/(E-\varepsilon)\) over the levels \(\varepsilon\), weighted by their probability on the root. As \(\eta\to0^+\), the imaginary part of \(1/(x+i\eta)\), which is \(-\eta/(x^2+\eta^2)\), tends to \(-\pi\delta(x)\). Hence \(\rho(E)=-\operatorname{Im}G(E+i0)/\pi\), per site and spin.

For \(|E|<a\) the first factor of \(s\) is \(\sqrt{E-a}=i\sqrt{a-E}\) and the second is real, so \(s=i\sqrt{a^2-E^2}\). Equation (5) then gives
\[
\rho(E)=\frac{z\sqrt{a^2-E^2}}{2\pi(z^2t^2-E^2)},\qquad |E|<a. \tag{6}
\]
The denominator is positive because
\[
z^2t^2-a^2=(z^2-4z+4)t^2=(z-2)^2t^2\ge0 .
\]
For real \(|E|>a\), \(s\) is real and has the sign of \(E\), so \(G\) is real and \(\rho=0\). The band edges are \(\pm2t\sqrt{z-1}\).

**Q.** Equation (5) has a denominator that vanishes at \(E=\pm zt\), outside your band when \(z>2\). That looks like two bound states you have forgotten.

**A.** The numerator vanishes there too. At \(E=zt\), \(s=\sqrt{z^2t^2-a^2}=(z-2)t\), and \(zs-(z-2)E=0\). Form (4) gives the finite value directly:
\[
G(zt)=\frac{2(z-1)}{(z-2)zt+z(z-2)t}=\frac{z-1}{z(z-2)t}.
\]
For our parameters this is \(3/(4\cdot2\cdot0.5)=0.75\) eV\(^{-1}\). The tree of depth 7 gives 0.7499 eV\(^{-1}\).

In fact (4) has no pole at any real energy outside the band, since \((z-2)E\) and \(zs\) have the same sign there. At the edges \(G\) is finite for \(z>2\). For \(z=2\) it diverges as an inverse square root, too weakly for a discrete level. The band therefore carries the whole weight, \(\int\rho\,dE=\langle0|0\rangle=1\).

**Q.** That is the spectrum seen from one site. Could a state elsewhere have an energy outside the band?

**A.** No. Let \(P\) project on the states with energies in some interval outside the band. The local density is the same at each site, so \(\langle i|P|i\rangle=\|P|i\rangle\|^2=0\) for all \(i\). Then \(P\) annihilates a complete basis and is zero.

**Q.** But I can name a state at \(-zt\). Give all sites the same amplitude. Each site has \(z\) neighbours, so \(H\) multiplies this state by \(-zt\). On a crystal that is the bottom of the band.

**A.** The eigenvalue equation holds, but the state cannot be normalized. On a crystal one can cut it off smoothly over a large region at little cost in energy, because the surface is a small part of the region. On a Bethe lattice with \(z>2\) the surface grows as fast as the volume.

To make this precise, use the normalized uniform states \(|n)\) on the shells around the root. The shells have \(N_0=1\) and \(N_n=zK^{n-1}\) sites. Between shells \(n\) and \(n+1\) there are \(N_{n+1}\) bonds, so
\[
(n+1|H|n)=-t\,\frac{N_{n+1}}{\sqrt{N_nN_{n+1}}}=-t\sqrt{\frac{N_{n+1}}{N_n}} .
\]
This is a half-infinite chain with first hopping \(t\sqrt z\) and all others \(t\sqrt K\). Its continuum runs from \(-2t\sqrt K\) to \(2t\sqrt K\), which is where the band edge comes from.

**Q.** The first hopping is stronger than the rest. That could split off a level.

**A.** Try amplitudes \(c_n=\lambda^n\) for \(n\ge1\). Far from the root the energy is \(E=-t\sqrt K(\lambda+1/\lambda)\). The equation at \(n=1\) agrees with this if \(\sqrt z\,c_0=\sqrt K\), so \(c_0=\sqrt{K/z}\). At the root, \(Ec_0=-t\sqrt z\,\lambda\) becomes
\[
K\Big(\lambda+\frac1\lambda\Big)=z\lambda\quad\Longrightarrow\quad \frac{K}{\lambda^2}=z-K=1\quad\Longrightarrow\quad\lambda^2=K .
\]
A bound state needs \(|\lambda|<1\), but \(K\ge1\), so there is none. The solution \(\lambda=\sqrt K\) has energy \(-t(K+1)=-zt\): it is your uniform state, and in the shell basis its amplitude grows outwards for \(z>2\).

In the example, \(a=2\cdot0.5\cdot\sqrt3=1.732\) eV, or 0.06365 hartree, while \(zt=2\) eV. The top level of an explicit tree of depth 6 is 1.6227 eV, equal to that of the shell chain of the same depth. With 2000 shells the chain reaches 1.73205 eV, just below the edge.

**Q.** Suppose I diagonalize a large finite tree and make a histogram of all its levels. Do I get (6)?

**A.** No, not for \(z>2\). The histogram averages over all sites, and most of them are at or near the surface. A tree of depth \(L\) has \(zK^{L-1}\) end sites out of \(1+z(K^L-1)/(K-1)\). For large \(L\) their fraction tends to \((K-1)/K=(z-2)/(z-1)\). For \(z=4\) and depth 7 there are 2916 end sites among 4373, or 66.7%.

The second moment shows the difference. At a site it equals \(t^2\) times the number of neighbours. In the infinite lattice that is \(zt^2=1\) eV\(^2\). A finite tree of \(N\) sites has \(N-1\) bonds, so the average is \(2t^2(N-1)/N\), here 0.4999 eV\(^2\). Formula (6) describes the infinite lattice and not this average. The centre of a tree of depth \(L\) couples only to the shell chain and so sees \(L+1\) discrete levels; these approach (6) when they are broadened and the depth goes to infinity before the broadening goes to zero.

**Q.** Work out one energy inside the band by hand.

**A.** Take \(E=1\) eV. Then \(s=i\sqrt{3-1}=1.4142i\) eV, and with \(2Kt^2=2\cdot3\cdot0.25=1.5\) eV\(^2\),
\[
g=\frac{1-1.4142i}{1.5}=0.6667-0.9428i\ \text{eV}^{-1}.
\]
From (4),
\[
G=\frac{6}{2+4(1.4142i)}=\frac{6(2-5.657i)}{4+32}=0.3333-0.9428i\ \text{eV}^{-1},
\]
so \(\rho=0.9428/\pi=0.3001\) eV\(^{-1}\).

**Q.** The imaginary parts of \(g\) and \(G\) are equal. Is that a mistake?

**A.** It comes from the chosen energy. By (3) and (5) the two are \(-\sqrt{a^2-E^2}\) times \(1/(2Kt^2)\) and \(z/[2(z^2t^2-E^2)]\). These factors agree when \(z^2t^2-E^2=zKt^2\), that is, when \(E^2=zt^2\), which is 1 eV\(^2\) here.

**Q.** At the band centre you would get 0.2757 eV\(^{-1}\), less than at 1 eV. I expected a single hump.

**A.** The square root in (6) falls with \(|E|\), but the factor \(1/(z^2t^2-E^2)\) rises. With \(x=E^2\),
\[
\frac{d\ln\rho}{dx}=-\frac{1}{2(a^2-x)}+\frac{1}{z^2t^2-x}=\frac{2a^2-z^2t^2-x}{2(a^2-x)(z^2t^2-x)} .
\]
So \(\rho\) grows with \(|E|\) until
\[
E^2=2a^2-z^2t^2=t^2\,[8(z-1)-z^2],
\]
provided this is positive. That requires \(z<4+2\sqrt2\approx6.83\). For \(z=3\) to 6 there are two maxima with a dip between them; for \(z\ge7\) there is one central maximum. In the example the maxima lie at \(E^2=0.25\,(24-16)=2\) eV\(^2\), or \(\pm1.414\) eV, with height 0.3183 eV\(^{-1}\). For \(z=2\) the condition gives \(E^2=4t^2=a^2\): the maxima have moved to the edges.

**Q.** For \(z=2\) the lattice is an ordinary chain, and there I do have Bloch's theorem. Does it agree?

**A.** For \(z=2\) we have \(K=1\) and \(a=2t\), and (4) reduces to
\[
G=\frac1s,\qquad \rho=\frac{1}{\pi\sqrt{4t^2-E^2}} .
\]
The Bloch states have energy \(-2t\cos k\). With \(u=e^{ik}\) and \(dk=du/(iu)\),
\[
G=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\frac{1}{E+2t\cos k}=\oint_{|u|=1}\frac{du}{2\pi i}\,\frac{1}{tu^2+Eu+t}.
\]
Since \(E=t(w+1/w)\), the poles are at \(u=-w\) and \(u=-1/w\), and only the first is inside the circle. Its residue is
\[
\frac{1}{2tu+E}\bigg|_{u=-w}=\frac{1}{t(1/w-w)} .
\]
For \(K=1\), (3) gives \(s=E-2t^2g=E-2tw=t(1/w-w)\). The integral is therefore \(1/s\), as required. The edge singularity is an inverse square root for the chain, whereas for \(z>2\) the density vanishes there as a square root.

**Q.** And at large \(z\)? The edge \(2t\sqrt{z-1}\) runs off to infinity.

**A.** It does if \(t\) is fixed. The moments of \(\rho\) show what to hold fixed instead. The \(n\)th moment is \(\langle0|H^n|0\rangle\), which counts closed walks of \(n\) steps. Two steps give \(\mu_2=zt^2\), so the width stays finite if \(t_*=t\sqrt z\) is constant. For four steps, the walker either makes two successive round trips, each to any of the \(z\) neighbours, in \(z^2\) ways, or goes two steps out and returns, in \(z(z-1)\) ways:
\[
\mu_4=z(2z-1)t^4=\Big(2-\frac1z\Big)t_*^4 .
\]
In the example this is \(1.75\) eV\(^4\).

At fixed \(t_*\), \(Kt^2=t_*^2(1-1/z)\to t_*^2\). Equation (2) becomes \(g=1/(E-t_*^2g)\), while (1) reads \(G=1/(E-t_*^2g)\). The missing neighbour no longer matters, and \(G\) and \(g\) coincide:
\[
G\to\frac{E-\sqrt{E^2-4t_*^2}}{2t_*^2},\qquad \rho\to\frac{\sqrt{4t_*^2-E^2}}{2\pi t_*^2},
\]
with the branch of the root as in \(s\). This is the semicircle.

**Q.** How large must \(z\) be?

**A.** At fixed \(E\) in the upper half-plane, \(G\) is a smooth function of \(1/z\) near zero, so the leading error is of order \(1/z\). With \(t_*=1\) eV and \(E=0.5+i\) eV, the distance from the semicircle result is \(6.6\times10^{-3}\) eV\(^{-1}\) for \(z=10\) and \(6.35\times10^{-4}\) eV\(^{-1}\) for \(z=100\).

On the real axis more care is needed. The edge is at \(2t_*\sqrt{1-1/z}\), so just inside \(2t_*\) the semicircle has weight where the lattice has none. At the centre, (6) gives \(\rho(0)=\sqrt{1-1/z}/(\pi t_*)\): 0.2757 eV\(^{-1}\) for \(z=4\), against 0.3183 eV\(^{-1}\) for the semicircle; the \(z=4\) value lies 13% below this limit.

**Q.** May I use (6) for a square lattice, which also has \(z=4\)?

**A.** Not as an exact result. The derivation fails where I dropped the terms \(j\ne i\): with loops, the neighbours of the root remain connected after it is removed. The fourth moment already shows this. The walks counted above give \(28t^4\), but on the square lattice the walker can also go around any of four adjoining squares in two directions, which adds \(8t^4\).

Energies or hopping strengths that vary from site to site in general also invalidate (2), because a branch is then no longer a copy of the smaller branches it contains. A common on-site energy \(\varepsilon_0\) merely replaces \(E\) by \(E-\varepsilon_0\). The numerical check checks the formulas against explicit trees and direct integration.

## Values computed for the example and the checks

```
coordination z = 4, hopping t = 0.500 eV
band edge a = 1.7321 eV = 0.06365 hartree
z t = 2.0000 eV
energy E1 = 1.000 eV
s(E1) = 0.0000+1.4142j eV
branch g(E1) = 0.6667-0.9428j 1/eV
local G(E1) = 0.3333-0.9428j 1/eV
rho(E1) = 0.3001 1/eV
rho(0) = 0.2757 1/eV
maxima of rho at +-1.4142 eV, height 0.3183 1/eV
integral of rho = 1.000000
second moment = 1.000000 eV^2
fourth moment = 1.750000 eV^4
G(z t), infinite lattice = 0.75000 1/eV
G(z t), tree of depth 7  = 0.74989 1/eV
tree of depth 7: 4373 sites, 2916 end sites
surface fraction = 0.6668
second moment averaged over tree sites = 0.4999 eV^2
convergence test at E = 0.60+1.20j eV
G, infinite lattice = 0.131153-0.533769j 1/eV
|G_tree - G|, depth 5 = 2.685e-04 1/eV
|G_tree - G|, depth 6 = 7.022e-05 1/eV
|G_tree - G|, depth 7 = 1.837e-05 1/eV
error ratio, depth 7 to 6 = -0.22031-0.14104j
predicted ratio w^2       = -0.22031-0.14103j
top level, tree of depth 6 = 1.62272 eV
top level, shell chain of depth 6 = 1.62272 eV
top level, shell chain of depth 2000 = 1.732049 eV
band edge for comparison = 1.732051 eV
table at fixed t sqrt(z) = 1.000 eV
z, t (eV), edge (eV), rho(0) (1/eV), rho(1 eV) (1/eV)
    2   0.7071   1.4142   0.2251   0.3183
    3   0.5774   1.6330   0.2599   0.3082
    4   0.5000   1.7321   0.2757   0.3001
    6   0.4082   1.8257   0.2906   0.2917
   12   0.2887   1.9149   0.3048   0.2835
  100   0.1000   1.9900   0.3167   0.2766
 1000   0.0316   1.9990   0.3182   0.2758
semicircle: edge 2.0000 eV, rho(0) 0.3183, rho(1 eV) 0.2757 1/eV
distance of G from semicircle at E = 0.50+1.00j eV
z =    10: 6.585e-03 1/eV
z =   100: 6.350e-04 1/eV
z =  1000: 6.328e-05 1/eV
z = 10000: 6.326e-06 1/eV
```
